# Bell's tunnelling divergence and the finite Eckart correction for hydrogen abstraction

## Problem

An alkyl radical in an exposed organic resist abstracts a hydrogen atom from a neighbouring C–H bond. Treat the transfer as motion of one mass $m$ along one coordinate $x$, over a barrier of height $V_0$ above the reactant floor $E=0$. At the barrier top the potential has curvature $-m\omega^2$, so the saddle point has the imaginary frequency $i\omega$. Its wavenumber is 1500 cm$^{-1}$. The reactants are in thermal equilibrium.

The tunnelling correction $Q$ is the quantum thermal flux over the barrier divided by the classical one.

1. Find the transmission probability of the Eckart barrier $V(x)=V_0/\cosh^2(x/a)$ with the stated curvature, and from it that of an infinite inverted parabola.
2. Derive Bell's correction for the infinite parabola. At what temperature does it diverge, and what does its closed form mean at lower temperatures?
3. Identify the feature of the parabola that causes the divergence, and prove that the Eckart correction is finite at every $T>0$.
4. For $V_0=0.50$ eV, compare the two corrections at 295 K, at the divergence temperature, at 370 K and at 500 K. When may Bell's formula be used?
5. Judge how far the simplifications of the model move the result for a real resist.

Use atomic units in the algebra ($\hbar=1$) and write $\beta=1/kT$.

## Solution

### The correction as an integral over energy

In one dimension the number of states per unit length in $dk$ is $dk/2\pi$, and each state moves with velocity $dE/dk$. The flux arriving in the energy interval $dE$ is therefore $e^{-\beta E}\,dE/2\pi$, up to a normalization common to the quantum and classical cases. Quantum mechanically a fraction $P(E)$ passes. Classically everything above $V_0$ passes and nothing below it, which gives $\int_{V_0}^{\infty}e^{-\beta E}dE=e^{-\beta V_0}/\beta$. The ratio is

$$Q=\beta\int P(E)\,e^{\beta(V_0-E)}\,dE. \qquad (1)$$

The lower limit is the reactant floor, $E=0$. An infinite parabola has no floor, and its lower limit is $-\infty$.

### Transmission of the Eckart barrier

Near the top $V\approx V_0(1-x^2/a^2)$. Comparison with $V_0-\tfrac12m\omega^2x^2$ gives

$$m\omega^2=\frac{2V_0}{a^2},\qquad a=\frac1\omega\sqrt{\frac{2V_0}{m}}. \qquad (2)$$

With $k=\sqrt{2mE}$ the Schrödinger equation is $\psi''+[k^2-2mV_0/\cosh^2(x/a)]\psi=0$. Put $\xi=\tanh(x/a)$, so that $1/\cosh^2(x/a)=1-\xi^2$ and $d\xi/dx=(1-\xi^2)/a$. Multiplication by $a^2/(1-\xi^2)$ gives

$$\frac{d}{d\xi}\Big[(1-\xi^2)\frac{d\psi}{d\xi}\Big]+\Big[s(s+1)+\frac{\kappa^2}{1-\xi^2}\Big]\psi=0,$$

where $\kappa=ka$ and $s(s+1)=-2mV_0a^2$.

Now write $\psi=(1-\xi^2)^{\nu/2}w$ with $\nu=-i\kappa$, so $\kappa^2=-\nu^2$. Differentiating the prefactor produces the extra terms $-2\nu\xi w'$ and $[-\nu+\nu^2\xi^2/(1-\xi^2)]w$. The latter combines with $-\nu^2w/(1-\xi^2)$ to give $-\nu(\nu+1)w$. The singular term has gone:

$$(1-\xi^2)w''-2(\nu+1)\xi w'+[s(s+1)-\nu(\nu+1)]w=0.$$

With $z=(1-\xi)/2$ we have $1-\xi^2=4z(1-z)$ and $d/d\xi=-\tfrac12d/dz$. The equation becomes

$$z(1-z)w_{zz}+(\nu+1)(1-2z)w_z-(\nu-s)(\nu+s+1)w=0.$$

This is the hypergeometric equation with parameters $p=\nu-s$, $q=\nu+s+1$ and $c=\nu+1$. Its solution regular at $z=0$ is $w=F(p,q;c;z)$, with $F=1$ at $z=0$.

For $x\to+\infty$, $z\to0$ and $1-\xi^2\to4e^{-2x/a}$. Hence $\psi\to2^\nu e^{-\nu x/a}=2^\nu e^{ikx}$, a purely outgoing wave, as required.

For $x\to-\infty$, $1-z\to e^{2x/a}$ and the prefactor tends to $2^\nu e^{\nu x/a}=2^\nu e^{-ikx}$. Near $z=1$ the hypergeometric equation has solutions behaving as $1$ and as $(1-z)^{c-p-q}=(1-z)^{-\nu}$. The first gives the reflected wave. The second gives $2^\nu e^{\nu x/a}e^{-2\nu x/a}=2^\nu e^{ikx}$, the incident wave. We need its coefficient $D$.

It follows from the power series of $F$. Since $\Gamma(n+p)/\Gamma(n)\sim n^p$ for large $n$, the coefficient of $z^n$ in $F$ is

$$\frac{\Gamma(c)}{\Gamma(p)\Gamma(q)}\frac{\Gamma(p+n)\Gamma(q+n)}{\Gamma(c+n)\,n!}\sim\frac{\Gamma(c)}{\Gamma(p)\Gamma(q)}\,n^{\nu-1},$$

because $p+q-c=\nu$. The coefficient of $z^n$ in $(1-z)^{-\nu}$ behaves as $n^{\nu-1}/\Gamma(\nu)$. For $0<\mathrm{Re}\,\nu<1$ this term dominates at $z\to1$, and comparison gives $D$. Both sides are analytic in $\nu$, so the result continues to $\nu=-i\kappa$:

$$D=\frac{\Gamma(\nu+1)\Gamma(\nu)}{\Gamma(\nu-s)\Gamma(\nu+s+1)},\qquad t=\frac1D.$$

The wave numbers on the two sides are equal, so $P=|t|^2$.

Take $s=-\tfrac12+i\eta$. Then $s(s+1)=-\tfrac14-\eta^2$, hence $\eta=\tfrac12\sqrt{8mV_0a^2-1}$, which is real for the barriers considered here. The reflection formula $\Gamma(y)\Gamma(1-y)=\pi/\sin\pi y$ supplies the moduli

$$|\Gamma(1-i\kappa)\Gamma(-i\kappa)|=\frac{\pi}{\sinh\pi\kappa},\qquad |\Gamma(\tfrac12+iy)|^2=\frac{\pi}{\cosh\pi y}.$$

The other two gamma functions have arguments $\tfrac12-i(\kappa+\eta)$ and $\tfrac12-i(\kappa-\eta)$. Therefore

$$P=\frac{\sinh^2\pi\kappa}{\cosh\pi(\kappa+\eta)\cosh\pi(\kappa-\eta)}=\frac{\sinh^2A}{\sinh^2A+\cosh^2B}, \qquad (3)$$

with $A=\pi\kappa$, $B=\pi\eta$. The last step uses $\cosh(A+B)\cosh(A-B)=\cosh^2A\cosh^2B-\sinh^2A\sinh^2B=\sinh^2A+\cosh^2B$. Equation (2) gives $2ma^2=4V_0/\omega^2$, and so

$$A=\frac{2\pi\sqrt{V_0E}}{\omega},\qquad B=\frac{\pi}{2}\sqrt{\Big(\frac{4V_0}{\omega}\Big)^2-1}. \qquad (4)$$

Once $V_0$ and $\omega$ are fixed, the mass sets the length $a$ but does not affect $P$.

### The parabola as a limit

Let $\varepsilon=V_0-E$ be the depth below the top. Hold $\varepsilon$ and $\omega$ fixed and let $V_0\to\infty$. By (2) $a$ grows as $\sqrt{V_0}$, and at any fixed $x$ the barrier measured from its top becomes $-\tfrac12m\omega^2x^2$. Both $A$ and $B$ become large, so $\cosh^2B/\sinh^2A\to e^{2(B-A)}$. Expansion of the roots gives

$$2B=\frac{4\pi V_0}{\omega}-\frac{\pi\omega}{8V_0}+\dots,\qquad 2A=\frac{4\pi V_0}{\omega}-\frac{2\pi\varepsilon}{\omega}-\frac{\pi\varepsilon^2}{2\omega V_0}-\dots$$

The leading terms cancel, and the limit is

$$P_{\rm par}=\frac{1}{1+e^{2\pi\varepsilon/\omega}}. \qquad (5)$$

It equals one half at the top and falls exponentially with depth.

### Bell's correction and its divergence

Insert (5) in (1), with $y=\beta\varepsilon$, and define

$$T_c=\frac{\omega}{2\pi k},\qquad \alpha=\frac{T}{T_c}=\frac{2\pi}{\beta\omega}.$$

Then

$$Q_{\rm Bell}=\int_{-\infty}^{\infty}\frac{e^y}{1+e^{\alpha y}}\,dy. \qquad (6)$$

High above the barrier, $y\to-\infty$, the integrand vanishes as $e^y$. Far below the top it behaves as $e^{(1-\alpha)y}$. The factor $e^y$ is the growing thermal population and $e^{-\alpha y}$ the falling transmission. The integral converges if and only if $\alpha>1$.

For $\alpha>1$ put $v=e^{\alpha y}$, and then $\tau=v/(1+v)$:

$$Q_{\rm Bell}=\frac1\alpha\int_0^\infty\frac{v^{1/\alpha-1}}{1+v}dv=\frac1\alpha\int_0^1\tau^{1/\alpha-1}(1-\tau)^{-1/\alpha}d\tau.$$

The last integral is the beta function $\Gamma(1/\alpha)\Gamma(1-1/\alpha)=\pi/\sin(\pi/\alpha)$. With $u=\beta\omega$, so that $\pi/\alpha=u/2$,

$$Q_{\rm Bell}=\frac{u/2}{\sin(u/2)},\qquad T>T_c. \qquad (7)$$

The wavenumber 1500 cm$^{-1}$ corresponds to $\hbar\omega=0.18598$ eV. With $k=8.6173\times10^{-5}$ eV/K,

$$T_c=\frac{0.18598}{2\pi\times8.6173\times10^{-5}}\ \mathrm{K}\approx343.5\ \mathrm{K}.$$

To see the form of the divergence, write $u/2=\pi-\delta$ with $\delta=\pi(T-T_c)/T$. Then $\sin(u/2)=\sin\delta\approx\delta$, and

$$Q_{\rm Bell}\approx\frac{\pi T_c/T}{\pi(T-T_c)/T}=\frac{T_c}{T-T_c}. \qquad (8)$$

One per cent above $T_c$ this is 100.

At 295 K the expression in (7) equals $-7.4$. A ratio of positive fluxes cannot be negative. The integral (6) is infinite there, and (7) is its analytic continuation outside the region where it represents the integral. The same objection applies where the continuation happens to be positive.

### The missing floor

Keep the parabola's transmission (5), but admit only energies $E\ge0$. The upper limit of (6) becomes $Y=\beta V_0$, and the integral is finite at every $T>0$. At $T_c$, where $\alpha=1$, it is elementary:

$$Q_{\rm floor}(T_c)=\int_{-\infty}^{Y}\frac{e^y}{1+e^y}dy=\ln(1+e^Y). \qquad (9)$$

For a deep floor this is nearly $Y$: each further layer of energy adds an equal amount, because population and transmission change at opposite and equal rates. Below $T_c$ the integrand grows with depth as $e^{(1-\alpha)y}$, and the integral grows as $e^{(1-\alpha)Y}$. Sending the floor to $-\infty$ restores the divergence in both cases. The cause is thus the supply of reactants at unlimited depth, which no real reactant has, combined with a tunnelling exponent $2\pi\varepsilon/\omega$ that grows only linearly with depth. Removing either feature removes the divergence. The barrier $V_0-D\big(\sqrt{1+m\omega^2x^2/D}-1\big)$ has the same curvature and no floor, but its exponent grows faster than linearly, as $\varepsilon^{3/2}$ for $\varepsilon\gg D$; for $D=0.50$ eV its correction is 9.2 at $T_c$ and 35.8 at 295 K.

### The Eckart correction is finite

Equation (3) shows that $0\le P\le1$. The Eckart barrier has its floor at $E=0$, and (1) gives

$$Q_{\rm Eck}\le\beta\int_0^\infty e^{\beta(V_0-E)}dE=e^{\beta V_0}<\infty\qquad(T>0). \qquad (10)$$

The argument uses nothing about the barrier except its finite height above a floor and $P\le1$. As an estimate the bound is very loose. For $V_0=0.50$ eV at $T_c$, $\beta V_0=16.89$ and the bound is $2\times10^7$, far above the value found below.

### Numbers for a barrier of 0.50 eV

Here $V_0/\omega=2.6885$, and for the mass of a hydrogen atom $a=0.346$ Å. At $E=V_0$, (4) gives $A=2\pi\times2.6885=16.89$ and $B=16.82$. Then $P=1/(1+e^{2(B-A)})\approx0.54$, close to the parabola's one half. The two models agree at the top and part lower down.

The Eckart correction follows from (1), (3) and (4) by numerical integration over energy with Simpson's rule. Bell's values follow from (7). At 370 K, for instance, $u/2=\pi\times343.48/370=2.916$, its sine is 0.223, and the quotient is 13.1.

| $T$ (K) | Bell | Eckart |
|---|---|---|
| 295 | infinite | 17.2 |
| 343.5 | infinite | 7.2 |
| 370 | 13.1 | 5.3 |
| 500 | 2.59 | 2.37 |

At $T_c$ the floored parabola (9) gives 16.9, more than twice the Eckart value. (Equation (9) cuts only the energy range of (5); a parabolic potential actually cut off at $V=0$ gives 23.7. It transmits about twice as much as (5) at $E=0.03$ eV and 2.5 times as much at 0.1 eV, but less at 0.01 eV and below, and less between about 0.3 and 0.45 eV.) The reason is the width of the barrier. Since $\tanh y\le y$ for $y\ge0$, $1/\cosh^2y=1-\tanh^2y\ge1-y^2$. The Eckart barrier therefore lies on or above the parabola of equal curvature, and a particle below the top has farther to tunnel. This lowers $P$ at depths beyond about $\omega/2$, here 0.09 eV; closer to the top the constant term $\pi\omega/8V_0$ in $2B$ wins, and the Eckart $P$ is up to 10% larger than the parabola's. A floor makes the correction finite; the widening towards the base reduces it further.

### Where the tunnelling takes place

Well below the top, but not at the floor itself, $A$ and $B-A$ are both large and (3) reduces to $P\approx e^{-\theta}$ with

$$\theta(E)=\frac{4\pi V_0}{\omega}\Big(1-\sqrt{E/V_0}\Big), \qquad (11)$$

where the small term $\pi\omega/8V_0$ has been dropped. The integrand of (1) is largest where $-\theta-\beta E$ is stationary:

$$\frac{2\pi}{\omega}\sqrt{\frac{V_0}{E}}=\beta\quad\Longrightarrow\quad E^*=V_0\Big(\frac{T}{T_c}\Big)^2. \qquad (12)$$

The left side falls with increasing $E$, so this is a maximum. As the temperature drops below $T_c$, the dominant energy moves down the barrier. At 295 K the formula gives $0.50\times(295/343.48)^2=0.369$ eV, while the maximum located numerically with the full $P$ lies at 0.363 eV. For the parabola $\theta$ is linear in $E$, there is no such stationary point, and below $T_c$ the integrand keeps growing downwards. Equation (12) fails near $T_c$, where it places the maximum at the top. With the full $P$ the maximum moves smoothly, through 0.475, 0.441, 0.425 and 0.363 eV at 500 K, 370 K, $T_c$ and 295 K, and energies below the top still supply 86% of $Q$ at 370 K. In this model $T_c$ therefore sets the scale of a gradual crossover in the energies that carry the flux. It is not a singularity of the rate.

### High barriers

How does the divergence return as $V_0\to\infty$ at fixed $\omega$? At $T_c$, $\beta=2\pi/\omega$. Expanding (11) for $\varepsilon\ll V_0$,

$$\beta\varepsilon-\theta\approx\frac{2\pi}{\omega}\Big[\varepsilon-\Big(\varepsilon+\frac{\varepsilon^2}{4V_0}\Big)\Big]=-\frac{\pi\varepsilon^2}{2\omega V_0}.$$

The linear terms cancel. What remains is a Gaussian of width of order $\sqrt{\omega V_0}$, which is much larger than $\omega$ and much smaller than $V_0$ for a high barrier. Most of the integral then lies where (11) and its expansion hold:

$$Q_{\rm Eck}(T_c)\approx\frac{2\pi}{\omega}\int_0^\infty e^{-\pi\varepsilon^2/(2\omega V_0)}d\varepsilon=\frac{2\pi}{\omega}\sqrt{\frac{\omega V_0}{2}}=\pi\sqrt{\frac{2V_0}{\omega}}. \qquad (13)$$

The correction grows as the square root of the height, whereas the floored parabola grows linearly. For the present barrier (13) gives 7.3 against the integrated 7.2. Neglected terms are of relative order $\sqrt{\omega/V_0}=0.61$, so such close agreement is not guaranteed by the derivation.

Above $T_c$ the integrand of (6) decays with depth over the energy

$$L=\frac{kT}{\alpha-1}=kT_c\,\frac{T}{T-T_c}.$$

For the symmetric Eckart barrier, Bell's formula is a good approximation when the quadratic term is small at this depth:

$$\frac{\pi L^2}{2\omega V_0}=\frac{L^2}{4V_0\,kT_c}\ll1. \qquad (14)$$

With $kT_c=0.0296$ eV, $L$ is 0.095 eV at 500 K and the left side is 0.15. Bell's value there is 9% above the Eckart value. Part of this agreement is a cancellation: the constant term $\pi\omega/8V_0$, which (14) ignores, raises the Eckart value by a factor near $e^{\beta\omega^2/16V_0}$, and without it the gap would be 20%. From about 700 K upwards Bell's value lies slightly below the Eckart value, by 2% at 1000 K. At 370 K, $L=0.41$ eV, nearly the whole barrier, and the left side is 2.9. Bell's value is then 2.5 times the Eckart value. Being above $T_c$ is enough for a finite answer but not for an accurate one. Condition (14) is a guide, not an error bound. With the same left side of 0.15, Bell's value is 21% too high for $V_0=5$ eV (381 K) and 9% too low for $V_0=0.1$ eV (1145 K). The condition also does not carry over to strongly endothermic barriers, which transmit nothing below the product floor. At 500 K, with products 0.35 and 0.45 eV above the reactants on the asymmetric Eckart barrier defined below, Bell's value is 25% and 76% too high.

### Bearing on a real resist

A barrier near half an electronvolt and an imaginary wavenumber near 1500 cm$^{-1}$ are rough values for an alkyl radical taking hydrogen from an aliphatic C–H bond, as in a methacrylate resist. Exposure takes place near room temperature, and 370 K is a rough temperature for a bake after exposure. Both lie where Bell's formula fails for these parameters. How badly it fails depends strongly on the rough wavenumber. At 370 K Bell's value is 7% above the Eckart value for 1100 cm$^{-1}$ (where $T_c=252$ K), 29% above for 1300 cm$^{-1}$, and 15 times the Eckart value for 1600 cm$^{-1}$. If a measured rate at 370 K were interpreted with Bell's factor instead of the Eckart factor, all else being equal, the inferred barrier would be too high by $kT\ln(13.1/5.3)\approx0.03$ eV.

Five simplifications can be sized.

**Exothermicity.** Let the products lie $\Delta=0.15$ eV below the reactants. The asymmetric Eckart barrier is $V=-\Delta\sigma+b\sigma(1-\sigma)$, where $\sigma=1/(1+e^{-x/\ell})$ and $b=(\sqrt{V_0}+\sqrt{V_0+\Delta})^2$. This $b$ keeps the forward height at 0.50 eV, and $\ell$ is chosen to keep $\omega$. Numerov integration of the Schrödinger equation, followed by the thermal average, gives 19.0 at 295 K and 5.4 at 370 K. Products 0.15 eV above the reactants, at the same forward height, give 13.7 and 4.9.

**Barrier height.** At fixed $\omega$, heights of 0.40 and 0.60 eV give 13.9 and 20.7 at 295 K, and 4.9 and 5.6 at 370 K. The classical factor $e^{-\beta V_0}$ in the rate changes far more.

**Barrier shape.** Height and curvature do not fix the lower part of the barrier. With the same $V_0$ and $a$, the barriers $V_0e^{-x^2/a^2}$, $V_0\cos^2(x/a)$ for $|x|<\pi a/2$ (zero outside) and $V_0/(1+x^2/a^2)$ give 21.9, 33.4 and 12.3 at 295 K, and 5.7, 6.4 and 4.7 at 370 K, against the Eckart values 17.2 and 5.3.

**Path.** In several dimensions the hydrogen may cut the corner of a curved reaction path. A one-dimensional model cannot compute this effect; it can only show the sensitivity to a shorter path. A mass 10% smaller on the same $V(x)$ is equivalent to a path 5% shorter at every energy, and it raises $\omega$ by 5%. The figure of 10% is arbitrary. The correction becomes 23.9 at 295 K and 6.4 at 370 K, increases of 40% and 21%. A mass 30% smaller multiplies $Q$ by 3.4 and 2.1. The same sensitivity applies to the rough value of $\omega$: at $V_0=0.50$ eV, wavenumbers of 1300 and 1700 cm$^{-1}$ give 8.0 and 39.6 at 295 K, and 3.4 and 8.6 at 370 K.

**Reactant levels.** In a solid the reactant is bound, and the lowest energies of a free reactant may not be available. Energies below 0.20 eV supply 7% of $Q$ at 295 K and 1% at 370 K, so cutting them from a continuum of energies lowers $Q$ by those fractions. Discrete levels can matter more. Replace the integral in (1) by a sum over harmonic levels $E_n=(n+\tfrac12)\omega_0$, so that $Q=\beta\omega_0\sum_nP(E_n)e^{\beta(V_0-E_n)}$. This changes $Q$ by 1% or less for $\omega_0$ of 300 and 1000 cm$^{-1}$ and by about 5% for 2000 cm$^{-1}$. For 2900 cm$^{-1}$, the order of a C–H stretch, only one harmonic level lies below the top, and $Q$ falls to 8.9 at 295 K and 3.1 at 370 K, little more than half the continuum values. The sign and size of this change depend on where the levels happen to fall. The same sum gives 1.08 and 1.40 times the continuum values at 295 K and 370 K for 2300 cm$^{-1}$, and 0.58 and 0.25 times for 3200 cm$^{-1}$. A real well is also far from harmonic at these energies. Join a 2900 cm$^{-1}$ parabolic well with continuous slope to the inverted parabola, and keep the Eckart form on the product side. Two quasi-bound levels then lie below the top, at 0.17 and 0.45 eV. With decay widths $\Gamma_n$, their terms $2\pi\beta\,\Gamma_ne^{\beta(V_0-E_n)}$ add up to 33 at 295 K and 6.7 at 370 K, above the continuum values 29.5 and 6.0 for that barrier. Widely spaced levels can thus move $Q$ by tens of per cent or more in either direction.

The barrier is an effective one that includes the zero-point energy of the transverse vibrations. Friction from the polymer, a spread of local barriers and radicals not yet in thermal equilibrium are outside the model. The Eckart values are accordingly estimates of the tunnelling factor in one dimension, not predictions of resist rates. The finiteness shown in (10) is less delicate: for thermal reactants a floor and a barrier of finite height suffice, whatever the barrier's shape.
